# Ion survival on an outgoing path through an exponential neutralization rate

Q: An ion has just been scattered at a metal surface and is flying away. You want the probability that it is still charged when it reaches a distant detector. What are you assuming about it?

A: Let $z$ be the height above a flat surface, measured along the outward normal. The ion is charged with certainty at $z=0$ when $t=0$, and it moves outward at constant normal speed $v>0$, so $z=vt$. At height $z$ an electron from the surface neutralizes it with probability per unit time

$$R(z)=A\,e^{-az},\qquad A>0,\quad a>0 .$$

Here $A$ is the rate at $z=0$ and $1/a$ is its decay length. The exponential form is plausible because neutralization needs overlap between the ion's orbital and the metal's electrons, whose density falls roughly exponentially outside the surface. I take it as given. Two more assumptions matter: the rate depends on the present height and not on the earlier history, and a neutral atom does not lose its electron again.

Q: Then add up the rate along the path. Is $\int R\,dt$ not the probability of being neutralized?

A: It is the expected number of events only if an ion could be neutralized repeatedly at the same rate. A neutral is no longer a candidate, so the sum counts events that cannot happen. For a slow ion the integral can exceed one, which no probability can do.

Let $P(t)$ be the probability that the ion is still charged at time $t$. To be charged at $t+dt$ it must be charged at $t$ and escape neutralization during $dt$:

$$P(t+dt)=P(t)\,[1-R(vt)\,dt]+o(dt).$$

The remainder $o(dt)$ vanishes faster than $dt$. Subtract $P(t)$, divide by $dt$ and let $dt\to0$:

$$\frac{dP}{dt}=-R(vt)\,P .$$

The factor $P$ on the right removes the overcounting.

Q: The rate changes along the way. Can you still write an exponential?

A: Yes, because the equation is separable. Divide by $P$, which is positive at the start, and integrate from $P(0)=1$:

$$\int_1^{P(t)}\frac{dP'}{P'}=-\int_0^t R(vt')\,dt'
\quad\Rightarrow\quad
P(t)=\exp\left[-\int_0^t A e^{-avt'}dt'\right].$$

Your sum of the rate was the right quantity, but it belongs in the exponent. Now change the variable to $z'=vt'$, so that $dt'=dz'/v$. Constant speed lets $1/v$ come outside the integral:

$$\int_0^t A e^{-avt'}dt'=\frac{A}{v}\int_0^{z}e^{-az'}dz'
=\frac{A}{v}\left[-\frac{e^{-az'}}{a}\right]_0^z
=\frac{A}{av}\left(1-e^{-az}\right).$$

As $z\to\infty$ the last exponential vanishes, and the survival probability is

$$\boxed{P=\exp\left(-\frac{A}{av}\right)}$$

The dimensions agree: $A$ is an inverse time, and $av$ is an inverse length times a speed, also an inverse time. The exponent, which I call $\lambda=A/(av)$, is the rate at the surface multiplied by the time $1/(av)$ needed to cross one decay length.

Q: The path is infinitely long. Why does the ion not lose its charge eventually?

A: The rate falls so fast that its integral over the whole path is finite. With a constant rate the exponent would grow without limit and no ion would survive. Here the exponent stops at $\lambda$.

Define the characteristic speed $v_c=A/a$, so that $P=e^{-v_c/v}$. For a fast ion, $v\gg v_c$, expansion gives $P\simeq1-v_c/v$. In this limit your first guess works, because a second event would have been improbable anyway. For a slow ion, $v\ll v_c$, survival falls faster than any power of $v$. That is a limit of the model: a real ion moving slowly enough could not keep a constant speed against the surface forces.

Q: Who decides where $z=0$ is? A surface made of atoms has no sharp edge.

A: The choice is a convention, but $A$ must follow it. Suppose the ion is known to be charged at height $z_0$. The same integral with limits $z_0$ and $z$ gives

$$P(z_0\to z)=\exp\left[-\frac{A}{av}\left(e^{-az_0}-e^{-az}\right)\right].$$

For $z\to\infty$ the exponent is $\lambda e^{-az_0}$. Put the origin at $z_0$ instead, with $z''=z-z_0$. The rate becomes $Ae^{-az_0}e^{-az''}$, so the new prefactor is $A''=Ae^{-az_0}$, and the boxed formula with $A''$ gives the same survival. A quoted value of $A$ therefore means little without its origin, whereas $a$ is unaffected by the shift.

Q: Give me numbers. What does a helium ion do?

A: I take round parameters meant for low-energy scattering of helium ions from a transition metal: $A=4\ \mathrm{fs^{-1}}$, $a=20\ \mathrm{nm^{-1}}$ and an outgoing normal energy $E=1500$ eV. They are rough and do not describe a particular metal. The speed is $v=\sqrt{2E/m}=0.269$ nm/fs, with $m$ the mass of the ion. Then

$$v_c=\frac{4}{20}=0.200\ \mathrm{nm/fs},\qquad
\lambda=\frac{0.200}{0.2689}=0.744,\qquad P=e^{-0.744}=0.475 .$$

In SI units $v$ is $2.69\times10^5$ m/s. Almost half of the ions survive. Using the integrated rate itself as the neutralization probability would have left only $1-0.744=0.256$.

With $A$ and $a$ held fixed, $\lambda$ varies as $E^{-1/2}$. The survival is 0.276 at 500 eV and 0.665 at 5000 eV.

Q: Where along the path are the others neutralized?

A: Close to the surface. The part of the exponent collected below $z$ is $1-e^{-az}$. It reaches 90 % when $e^{-az}=0.1$, which gives $z=\ln(10)/a=0.115$ nm.

The median height $z_m$ of the neutralization events is smaller. Of all ions, a fraction $1-P$ is eventually neutralized. At the median height half of these events have occurred, so the fraction still charged there is $1-(1-P)/2=(1+P)/2$:

$$e^{-\lambda(1-e^{-az_m})}=\frac{1+P}{2}
\quad\Rightarrow\quad
z_m=-\frac1a\ln\left[1+\frac1\lambda\ln\frac{1+P}{2}\right].$$

The numbers give $z_m=0.026$ nm, about half a decay length. This is a warning: the result depends most on the region where a simple exponential rate is least secure.

Q: My detector is not on the surface normal. Which speed do I use?

A: The normal component. If the total speed is $u$ and the path makes an angle $\theta$ with the normal, then $dz/dt=u\cos\theta$. On a flat surface whose rate depends on height alone, motion parallel to the surface does not change $R$. Hence

$$P(\theta)=\exp\left(-\frac{A}{au\cos\theta}\right).$$

At $60^\circ$ and the same total energy of 1500 eV, $\cos\theta=1/2$. The exponent doubles, and the survival is $0.475^2=0.226$.

Q: But the ion had to reach the surface first. Why is that not in your formula?

A: Because $P$ is conditional on the ion being charged at the start of the outgoing path. The incoming path has its own factor. With constant inward normal speed $v_{\rm in}$, height falls with time, so $dt=-dz/v_{\rm in}$. Reversing the limits removes the minus sign:

$$\int R\,dt=\int_\infty^0Ae^{-az}\left(-\frac{dz}{v_{\rm in}}\right)
=\frac{A}{v_{\rm in}}\int_0^\infty e^{-az}dz=\frac{A}{av_{\rm in}} .$$

Thus $P_{\rm in}=e^{-v_c/v_{\rm in}}$. If the collision leaves the charge unchanged and the same rate applies both ways, the round-trip survival is

$$P_{\rm in}P=\exp\left[-v_c\left(\frac1{v_{\rm in}}+\frac1v\right)\right].$$

For an incoming normal energy of 2000 eV, $v_{\rm in}=0.311$ nm/fs and $P_{\rm in}=0.525$. The product is $0.525\times0.475=0.25$.

Q: And if the collision does change the charge?

A: Let a fraction $q$ of arriving neutrals be ionized in the collision, and a fraction $p$ of arriving ions be neutralized there. The charged fraction starting outward is $P_{\rm in}(1-p)+(1-P_{\rm in})q$. Multiplication by $P$ gives the final charged fraction. With assumed values $p=0$ and $q=0.1$ it is $(0.525+0.475\times0.1)\times0.475=0.27$ instead of 0.25. The outgoing factor is the same in both cases.

Q: Could a neutral also be ionized on the way out?

A: Then the no-return assumption fails, and the rate equation needs a gain term. With a reionization rate $Be^{-bz}$, the charged fraction $F$ obeys

$$\frac{dF}{dt}=-Ae^{-avt}F+Be^{-bvt}(1-F),\qquad F(0)=1 .$$

For an assumed weaker, shorter-ranged process, $B=0.4\ \mathrm{fs^{-1}}$ and $b=40\ \mathrm{nm^{-1}}$, numerical integration gives a final charged fraction of 0.481 instead of 0.475. The change is small for two reasons: $B$ is small, and few neutrals have yet formed where the process is active.

Q: Constant speed still troubles me. A charge outside a metal is pulled back by its image.

A: When the speed varies, keep it inside the integral:

$$P=\exp\left[-\int_0^\infty\frac{R(z)}{v(z)}\,dz\right].$$

For the image attraction I use $U(z)=-e^2/[16\pi\epsilon_0(z+d)]$. The assumed offset $d=0.10$ nm keeps the potential finite and gives a depth of 3.6 eV at $z=0$. Let $E$ be the energy far away. Conservation of energy then gives $v(z)=v\sqrt{1+|U(z)|/E}$: the ion starts slightly faster and slows down. Near the surface the speed changes by about half of $3.6/1500$, or 0.12 %. Numerical quadrature changes $P$ only from 0.4754 to 0.4757. At an energy of a few eV the depth of the potential would be comparable with the energy of the ion, and the speed could no longer be treated as constant.

Q: The ion turned round in a collision with an atom. At the turning point its speed was zero, not $v$.

A: That is a stronger objection. Consider a head-on collision with a fixed atom of atomic number $Z_2=26$, and now measure $z=r$ from its nucleus. For the repulsion I take the universal screened potential, with $Z_1=2$ and $x=r/s$:

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\,\Phi(x),\qquad
s=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\Phi=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

Here $a_0$ is the Bohr radius and $s=0.0142$ nm. Solving $V(r_t)=E$ numerically gives the turning point $r_t=0.0177$ nm. Beyond it $v(r)=v\sqrt{1-V(r)/E}$. The time spent near $r_t$ is finite, because $1/v(r)$ diverges there only as $(r-r_t)^{-1/2}$, which is integrable. Quadrature gives $P=0.513$.

Q: The ion is slower than you assumed, and yet more ions survive?

A: Two changes compete. The path now starts at $r_t$ instead of zero, which by itself multiplies the exponent by $e^{-20\times0.0177}=0.70$, from 0.744 to 0.52. The slow start then raises it to $-\ln0.513=0.67$. The lost stretch of path outweighs the delay for these numbers. The fixed atom is itself an idealization. A free iron atom struck head-on at 2000 eV recoils and leaves the ion about 1500 eV; the outgoing survival is then 0.51 if the rate follows the height above the atom's original site and 0.55 if it follows the distance to the recoiling atom. The comparison above keeps $A$ fixed with its origin at the nucleus. The balance is delicate: moving that origin outward by only about 0.005 nm, with the value of $A$ unchanged, would cancel the gain.

Q: Surely the rate does not keep rising exponentially all the way in.

A: Probably not. Suppose it levels off below $z_s$, with $R=Ae^{-az_s}$ there and the old law above. The integral has two parts:

$$\int_0^\infty\frac{R}{v}\,dz=\frac{A}{v}\left[z_se^{-az_s}+\frac{e^{-az_s}}a\right]
=\lambda(1+az_s)e^{-az_s}.$$

For an assumed $z_s=0.05$ nm, $az_s=1$ and the exponent is multiplied by $2/e=0.736$. The survival becomes 0.579, which is 22 % above 0.475. This is the largest shift among the effects I size on the outgoing path.

The factor does not contain $v$. Survival still has the form $e^{-\text{const}/v}$, with an effective characteristic speed $0.736\,v_c$. If levelling were the only correction, data taken at different speeds would fit the simple law and would not reveal it. Such a fit would determine the integral of $R$ over height, not $A$ and $a$ separately. Atomic repulsion complicates this, because the turning point and the delay near it depend on energy, so the fitted characteristic speed would do so too.

Q: Last doubt. Quantum mechanics has amplitudes. Why should there be a rate at all?

A: A rate emerges when the electronic continuum forgets its past quickly. Take an ion amplitude $c$ coupled to a continuum of Lorentzian shape, centred on resonance, with full width $W$ at half maximum. This is a schematic one-level model. Helium ions on transition metals are neutralized mainly by a two-electron Auger process, for which $W$ can only stand for an effective width of the final states. Eliminating the initially unoccupied continuum leaves

$$\dot c=-g\,D,\qquad
D(t)=\int_0^te^{-(t-t')/\tau}g(t')c(t')\,dt',\qquad \tau=\frac{2\hbar}{W}.$$

The exponential is the Fourier transform of the Lorentzian, and $g(t)$ is the real coupling strength. If $\tau$ is short, $gc$ hardly changes during the memory time and $D\simeq\tau gc$. Then $\dot c=-g^2\tau c$, and the probability $c^2$ decays at the rate $2g^2\tau$. To match the given rate, set $g^2=R/(2\tau)$.

Q: How short must $\tau$ be?

A: Short compared with both $1/A$ and $1/(av)$. For a slow ion with large $\lambda$, the product $A\tau\lambda$ must be small as well, or the survival will be wrong by a noticeable factor. The first correction follows from integration by parts:

$$D\simeq\tau gc-\tau e^{-t/\tau}g(0)c(0)-\tau^2\frac{d(gc)}{dt}.$$

Insert this in $\dot c/c=-gD/c$. The second term matters only for $t\sim\tau$, where $g$ and $c$ are close to their initial values. In the third, $\dot g/g=-av/2$ because $g\propto\sqrt R$, and $\dot c/c\simeq-R/2$. Therefore

$$\frac{\dot c}{c}\simeq-\frac R2+\frac A2e^{-t/\tau}-\frac{\tau R}{2}\left(\frac{av}{2}+\frac R2\right).$$

Since $\ln P=2\int_0^\infty(\dot c/c)\,dt$, we need $\int R\,dt=\lambda$ and $\int R^2dt=A^2/(2av)=A\lambda/2$. The three terms give $-\lambda$, $+A\tau$ and $-\tau(A/2+A\lambda/4)$, so

$$\ln P\simeq-\lambda+A\tau\left(\frac12-\frac\lambda4\right).$$

To first order, memory raises survival if $\lambda<2$ and lowers it if $\lambda>2$. The positive term comes from the start: the decay needs a time of order $\tau$ to build up.

For an assumed $W=20$ eV, $\tau=0.066$ fs, against $1/(av)=0.186$ fs and $1/A=0.25$ fs. The separation of times is only moderate. The first-order formula gives $P\simeq0.52$, and numerical solution of the amplitude equations gives 0.518. The rate result is therefore about 8 % lower than the result of this amplitude model.

The sign of this shift depends on the sudden start at $z=0$. If the ion also comes in at the same speed under the same rate, and the coupling continues without a break, the amplitude model gives a round-trip survival of 0.212, below the 0.226 of the rate law.

Q: So what should I believe about a real helium beam?

A: For helium scattered from transition metals at energies near 1 keV, characteristic speeds of order $10^5$ m/s are a reasonable rough scale, and the chosen $v_c=2\times10^5$ m/s belongs there. The value of $A$ deserves more suspicion. It corresponds to an energy width $\hbar A\approx2.6$ eV, and it is an extrapolation of the outer exponential into the region of close collisions. Levelling of the rate moved the survival from 0.475 to 0.579, atomic repulsion moved it to 0.51, and memory after a sudden start moved it to 0.52. These shifts were found one at a time and should not simply be added; applied together they give about 0.61. For these parameters and a sudden start, the estimates for the outgoing path along the normal thus run from 0.475 to about 0.61. The lower end is not a bound: with continuous coupling over a symmetric round trip, memory alone lowers survival to the equivalent of $\sqrt{0.212}=0.46$ per path, and the three effects together give about 0.58 per path instead of 0.61. That range is not a full error estimate, because $A$ and $a$ were themselves assumed.

Some targets break the model more seriously. If a target core level lies close in energy to the vacant helium level, as for germanium, an electron can pass back and forth coherently during the collision. The ion yield can then oscillate with speed, whereas $e^{-v_c/v}$ rises steadily. Changing $A$ or $a$ cannot repair that; the collision needs its own amplitude calculation.
